# Sticking probability from the pressure drop in a King–Wells experiment, part 1

(Sections cited here and not found follow in the second part.)

## First half: steady readings

### A case that can be counted

A molecular beam sends 100 molecules per second into a chamber that has one pump and was empty before. The beam first strikes an inert plate, the flag, from which every molecule rebounds. In the steady state the pump must remove 100 molecules per second. The flag is then moved aside and the beam strikes a sample that keeps 60 of every 100 arrivals. The pump now has 40 molecules per second to remove.

A pump working at fixed volume speed removes molecules in proportion to the gas density. The density, and at fixed temperature the pressure, therefore falls to 40 % of its earlier value. The fractional drop is 60 %, which is the sticking probability. Neither the beam intensity nor the pump speed had to be known.

A real chamber also holds gas when the beam is off, and the sample takes up gas from the background as well as from the beam. Both can be added to the count.

### What a pump and an adsorbing surface remove

Let \(n\) be the number of molecules of the beam gas per unit volume. In an isotropic gas, the fraction of molecules whose directions lie in a solid angle \(d\Omega\) is \(d\Omega/4\pi\). A molecule of speed \(v\) moving at angle \(\theta\) to the wall normal approaches the wall with velocity \(v\cos\theta\). The number striking unit area per unit time is thus

\[
\Phi=n\bar v\,\frac{1}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=n\bar v\,\frac{2\pi}{4\pi}\,\frac12=\frac{n\bar v}{4}.
\]

The integral covers one hemisphere, since the other half of the molecules move away from the wall. The mean speed follows from the Maxwell distribution. With \(a=m/(2k_BT)\), where \(m\) is the molecular mass, \(T\) the gas temperature and \(k_B\) the Boltzmann constant,

\[
\bar v=4\pi\left(\frac a\pi\right)^{3/2}\int_0^\infty v^3e^{-av^2}dv
=4\pi\left(\frac a\pi\right)^{3/2}\frac{1}{2a^2}
=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8k_BT}{\pi m}} .
\]

An opening of area \(A_p\) from which nothing returns removes \(A_p\bar v n/4\) molecules per second. This has the form \(Sn\), with the pumping speed \(S=A_p\bar v/4\), a volume per unit time. A real pump returns some molecules, which makes its \(S\) smaller but leaves the loss proportional to \(n\) as long as \(S\) does not depend on pressure.

A sample of area \(A\) that adsorbs background gas with probability \(s_b\) per impact acts as a second pump,

\[
S_x=s_bA\,\frac{\bar v}{4}.
\]

The background probability \(s_b\) need not equal the beam's sticking probability \(s\), because beam molecules may arrive with another energy and angle.

These expressions assume molecular flow, in which molecules collide with walls far more often than with each other. They also assume that the gas is well mixed and has the temperature of the walls.

### The particle balance

Let the beam deliver \(F\) molecules per second to a chamber of volume \(V\). Let \(Q\) be the number of molecules of the same species supplied per second by all other sources, such as outgassing. Molecules enter the gas from these sources and from the unstuck part of the beam, and they leave through the two pumps. With \(S_t=S+S_x\),

\[
V\frac{dn}{dt}=Q+F(1-s)-S_t n .
\tag{1}
\]

With an inert flag in the beam, \(s\) is replaced by zero. With the beam off, the whole term in \(F\) is absent. The sign of \(-Fs\) says that a stuck molecule never joins the gas. Desorption is left out for the present.

A molecule may rebound from the sample, cross the chamber several times and then stick to the same sample. It counts as unstuck in \(F(1-s)\), and its later capture belongs to \(S_xn\). The quantity \(s\) is therefore the probability of sticking at the first impact of the beam.

In a steady state \(dn/dt=0\). Let \(n_0\), \(n_1\) and \(n_2\) be the densities with the beam off, on the flag and on the sample. If \(Q\), \(S\) and \(S_x\) are the same in all three readings,

\[
n_0=\frac{Q}{S_t},\qquad
n_1=\frac{Q+F}{S_t},\qquad
n_2=\frac{Q+F(1-s)}{S_t}.
\]

Subtraction removes the other sources:

\[
n_1-n_0=\frac{F}{S_t},\qquad
n_1-n_2=\frac{Q+F-Q-F+Fs}{S_t}=\frac{Fs}{S_t}.
\]

The pressure is \(P=nk_BT\), with the same \(T\) in each reading, so that

\[
\boxed{R\equiv\frac{P_1-P_2}{P_1-P_0}=s.}
\tag{2}
\]

The denominator is the rise caused by the beam. A gauge that reads \(cP+b\), with constant \(c\) and \(b\), gives the same \(R\): the offset \(b\) cancels in each difference and the factor \(c\) in the ratio. An absolute pressure calibration is not needed, but a linear response is.

Two limits show the meaning. If \(s=0\), sample and flag are equivalent and the pressure does not change. If \(s=1\), no beam molecule reaches the gas and the pressure returns to \(P_0\), not to zero. Dividing the drop by the total pressure \(P_1\) would give

\[
\frac{P_1-P_2}{P_1}=s\,\frac{P_1-P_0}{P_1},
\]

which is smaller than \(s\) whenever base gas is present and \(s>0\). The statement that the fractional pressure drop equals the sticking probability is thus true for the fraction of the beam-induced rise.

### Where the cancellation fails

Suppose that the flag adsorbs a fraction \(s_f\) of the beam, and that only a fraction \(f\) of the beam meets the sample when the flag is open. The remainder strikes an inert wall. The unstuck fraction is \(1-s_f\) in the flag reading. In the open reading it is

\[
f(1-s)+(1-f)=1-fs .
\]

The base-subtracted densities are these fractions times \(F/S_t\). Hence

\[
R=1-\frac{1-fs}{1-s_f}
=\frac{1-s_f-1+fs}{1-s_f}
=\frac{fs-s_f}{1-s_f}.
\tag{3}
\]

For \(f=1\) and \(s_f=0\) this returns to \(R=s\). For \(f=1\) and \(s=s_f\) it gives zero, as it must when flag and sample behave alike. A missed beam lowers the reading whenever \(s>0\), by the factor \(f\) if the flag is inert. An adsorbing flag lowers it whenever \(fs<1\), by lowering the reference pressure.

A different fault appears if the sample is withdrawn from the chamber for the flag reading. It then stops pumping the background, and the beam-induced rise is \(F/S\) instead of \(F/(S+S_x)\). If the base is measured and subtracted separately in each configuration,

\[
R=1-\frac{F(1-s)/(S+S_x)}{F/S}
=1-(1-s)\frac{S}{S+S_x}.
\tag{4}
\]

This lies above \(s\) for \(s<1\). Even a sample with \(s=0\) for the beam would give \(R=S_x/(S+S_x)\), because its background pumping is mistaken for sticking. The remedy is to leave the sample in place and exposed to the background while the flag blocks the beam. For steady readings, agreement between the two configurations matters, and a small \(S_x\) is not required as long as \(S_x\) stays the same. A sample that fills loses part of its pumping speed, and the resulting error, treated in the second half, grows with \(S_x/S\).

Poor mixing acts in a similar way. Suppose that a fraction \(g\) of the molecules rebounding from the sample goes straight into the pump without contributing to the measured density, while those from the flag all mix. Then \(1-R=(1-s)(1-g)\), or

\[
R=s+g(1-s).
\]

The reading is too high. If flag and sample lose the same fraction directly, the factor \(1-g\) appears in both readings and cancels.

### A test by following molecules

Equation (1) treats the gas as one well-mixed reservoir. The steady result can be tested without it by following single molecules. If \(F\) molecules per second start a stay in the gas and the mean stay is \(\bar t\), the average number present is \(F\bar t\), since each molecule contributes one to the count for as long as it stays. A beam molecule that sticks at its first impact contributes a stay of zero. The fractional drop is then one minus the ratio of the mean stays per beam molecule in the open and flagged readings.

The test chamber is a sphere with diffusely scattering walls. The pump opening covers 5 % of the wall and the sample 2 %. The sample adsorbs background gas with probability 0.6 per impact. Each reading follows 150 000 beam molecules, with a new thermal speed drawn after each wall impact.

The sphere mixes its gas well for a geometric reason. Under the cosine law, the probability of going from one wall point to an area \(dA\) at distance \(c\) is \(\cos\theta\cos\theta'\,dA/(\pi c^2)\), where \(\theta\) and \(\theta'\) are the angles to the normals at the two ends. In a sphere of radius \(r\) these angles are equal and \(c=2r\cos\theta\), so the probability is \(dA/(4\pi r^2)\), the same for every place on the wall. The test therefore does not examine a chamber in which the sample faces the pump and the flag does not.

According to (1), molecules leave at the rate \(S_tn\) out of a total of \(Vn\), so the mean stay should be \(V/S_t\). The traced mean is 0.9994 times this value. For a sample with sticking 0.60, the traced ratio is 0.6025. The sample's background adsorption was active in both readings and did not spoil the result.

The failures were tested too. With \(s_f=0.10\) and \(f=0.90\), equation (3) gives

\[
R=\frac{0.90\times0.60-0.10}{1-0.10}=0.489,
\]

and the traced value is 0.486. With the sample withdrawn during the flag reading, the speeds are proportional to 0.05 for the pump and \(0.6\times0.02=0.012\) for the sample. Equation (4) gives

\[
R=1-0.40\times\frac{0.050}{0.062}=0.677,
\]

and tracing gives 0.680. A true sticking probability of 0.60 would have been reported as 0.68.

### Steady numbers for an example

The example uses rough values in the regime of carbon monoxide on the (111) face of platinum at 300 K. The initial sticking probability is taken as 0.80. The beam delivers \(5.0\times10^{12}\) molecules per second to a spot of 0.10 cm² on a crystal face of 1.00 cm². The chamber holds 30 L, the pump speed is 100 L/s, and the base partial pressure of the beam gas is \(2.0\times10^{-10}\) Torr. The background is given the same sticking probability as the beam.

The mean molecular speed is 476 m/s. The clean crystal therefore pumps

\[
S_x=0.80\times(1.00\times10^{-4}\ \mathrm{m^2})\times\frac{476\ \mathrm{m/s}}{4}
=9.52\times10^{-3}\ \mathrm{m^3/s}=9.52\ \mathrm{L/s},
\]

and \(S_t=109.5\) L/s. The beam-induced rise is

\[
P_1-P_0=\frac{Fk_BT}{S_t}=1.89\times10^{-7}\ \mathrm{Pa}
=1.42\times10^{-9}\ \mathrm{Torr}.
\]

A steady sticking probability of 0.80 lowers the pressure by \(0.80\times1.418\times10^{-9}=1.13\times10^{-9}\) Torr. Divided by the total flag pressure of \(1.62\times10^{-9}\) Torr, this drop would give 0.70. The missing 0.10 is the effect of the base gas.

For the same steady sticking, a flag that adsorbs 1 % of the beam changes \(R\) from 0.800 to 0.798. A beam of which 5 % misses the sample gives 0.760, and a sample withdrawn during the flag reading gives 0.817. For each per cent of the beam concerned, a missed beam lowers \(R\) by \(0.01s=0.008\), and an adsorbing flag lowers it by about \(0.01(1-s)=0.002\). At this high sticking probability the missed beam is therefore the more harmful fault of the two.

Molecular flow is well satisfied. For molecules of diameter \(d\), a collision occurs when two centres come within \(d\), which gives a target area \(\pi d^2\). The relative velocity of two thermal molecules has twice the variance of one velocity, so their mean relative speed is \(\sqrt2\,\bar v\). The mean free path is therefore \(1/(\sqrt2\pi d^2n)\). With a rough diameter of 0.38 nm it is about 30 km at the flag pressure, far beyond any chamber dimension.

## Second half: a sample that fills

### Symbols and results carried over

The beam delivers \(F\) molecules per second to a chamber of volume \(V\). The pump speed is \(S\), the sample removes background gas with speed \(S_x\), and \(S_t=S+S_x\). Other sources supply \(Q\) molecules per second. The densities with the beam off and on the inert flag are \(n_0=Q/S_t\) and \(n_1=(Q+F)/S_t\), with pressures \(P_0\) and \(P_1\). The flag opens at \(t=0\), after which the density is \(n(t)\) and the pressure \(P(t)\). The signal is

\[
R(t)=\frac{P_1-P(t)}{P_1-P_0}.
\]

In a steady state \(R=s\), provided that the flag is inert, the whole beam meets the sample, and \(S_t\) and \(Q\) are unchanged between readings.

For steady readings, the pressure drop divided by the beam-induced rise gives the sticking probability without calibrating the beam or the pump, provided that the flag is inert, the whole beam meets the sample, and the pumping and other gas sources stay the same. What remains is a sample whose sticking changes as it fills, in a chamber that takes time to respond, and the effect of desorption on the signal.

Numbers in the example were calculated in double precision.
